# Absorbance Needs No Jacobian When Wavelength Is Replaced by Energy: a program that tests the result

```python
"""
Result under test: absorbance keeps its value when wavelength is replaced by
photon energy, A_E(E) = A_lambda(hc/E), whereas a spectral power density
changes as S_E = S_lambda * lambda^2/(hc).
Symbols: A decadic absorbance, alpha Napierian absorption coefficient,
d film thickness, S spectral irradiance, E photon energy, T transmittance.
Wavelengths are in nm, energies in eV, irradiance in uW/cm2.
The two-band film is a rough model of a diazonaphthoquinone resist.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HC = const.h * const.c / const.e * 1e9       # eV nm
LN10 = np.log(10.0)
FWHM_TO_SIGMA = 1 / np.sqrt(8 * np.log(2))

thickness = 1.0                              # um
centres = np.array([3.10, 3.60])             # eV
heights = np.array([0.85, 1.00])             # 1/um
widths = np.array([0.40, 0.42])              # eV, full width at half maximum
sigmas = widths * FWHM_TO_SIGMA
lamp_total, lamp_centre, lamp_width = 10.0, 400.0, 60.0
lamp_sigma = lamp_width * FWHM_TO_SIGMA
lines = [365.0, 405.0, 436.0]
bin_nm, bin_ev = 1.0, 0.010


def alpha(wavelength):
    energy = HC / np.asarray(wavelength, dtype=float)
    return sum(h * np.exp(-(energy - c)**2 / (2 * s**2))
               for h, c, s in zip(heights, centres, sigmas))


def absorbance(wavelength):
    return alpha(wavelength) * thickness / LN10


def lamp(wavelength):
    return (lamp_total / (lamp_sigma * np.sqrt(2 * np.pi))
            * np.exp(-(wavelength - lamp_centre)**2 / (2 * lamp_sigma**2)))


nodes, weights = np.polynomial.legendre.leggauss(12)


def bin_powers(low, high, photon_response=False):
    """Incident and transmitted signal between two wavelengths."""
    x = 0.5 * (high + low) + 0.5 * (high - low) * nodes
    signal = lamp(x) * (x if photon_response else 1.0)
    w = weights * 0.5 * (high - low)
    return np.sum(w * signal), np.sum(w * signal * np.exp(-alpha(x) * thickness))


def energy_bin(energy, width, photon_response=False):
    return bin_powers(HC / (energy + width / 2), HC / (energy - width / 2),
                      photon_response)


def maxima(x, y):
    """Local maxima of sampled data, refined by a parabola."""
    found = []
    for i in range(1, len(x) - 1):
        if y[i] > y[i - 1] and y[i] >= y[i + 1]:
            curve = y[i - 1] - 2 * y[i] + y[i + 1]
            shift = 0.5 * (y[i - 1] - y[i + 1]) / curve
            top = y[i] - 0.25 * (y[i - 1] - y[i + 1]) * shift
            found.append((x[i] + shift * (x[1] - x[0]), top))
    return found


print(f"hc = {HC:.3f} eV nm; film thickness = {thickness:.1f} um")
for c, h, w in zip(centres, heights, widths):
    print(f"Band: centre {c:.2f} eV, height {h:.2f} 1/um, FWHM {w:.2f} eV")
print(f"Lamp: total {lamp_total:.1f} uW/cm2, centre {lamp_centre:.0f} nm, "
      f"FWHM {lamp_width:.0f} nm")
print(f"Bin widths: {bin_nm:.1f} nm and {1000*bin_ev:.0f} meV")

# The same light sorted in two ways; bin powers come from quadrature.
for line in lines:
    energy = HC / line
    in_l, out_l = bin_powers(line - bin_nm / 2, line + bin_nm / 2)
    in_e, out_e = energy_bin(energy, bin_ev)
    a_l, a_e = -np.log10(out_l / in_l), -np.log10(out_e / in_e)
    jacobian = line**2 / HC
    # Finite-bin curvature limits these comparisons.
    assert abs(in_e / bin_ev / (lamp(line) * jacobian) - 1) < 2e-3
    assert abs(out_e / bin_ev / (out_l / bin_nm * jacobian) - 1) < 3e-3
    assert abs(a_l - absorbance(line)) < 5e-4
    assert abs(a_e - absorbance(line)) < 5e-4
    in_p, out_p = energy_bin(energy, bin_ev, True)
    assert abs(-np.log10(out_p / in_p) - a_e) < 5e-4
    print(f"{line:.0f} nm = {energy:.4f} eV: alpha {alpha(line):.4f} 1/um, "
          f"lambda^2/hc {jacobian:.2f} nm/eV")
    print(f"  nm bin: in {1000*in_l:.2f}, out {1000*out_l:.2f} nW/cm2, "
          f"A {a_l:.4f}")
    print(f"  meV bin: in {1000*in_e:.2f}, out {1000*out_e:.2f} nW/cm2, "
          f"A {a_e:.4f}")
    print(f"  lamp density {lamp(line):.5f} uW/cm2/nm = "
          f"{lamp(line)*jacobian:.3f} uW/cm2/eV")

# Attenuate the energy density slice by slice.
line_array = np.array(lines)
start = lamp(line_array) * line_array**2 / HC
density = start.copy()
slices = 1000
step = alpha(line_array) * thickness / slices
for _ in range(slices):
    density *= (1 - step / 2) / (1 + step / 2)
assert np.allclose(-np.log10(density / start), absorbance(line_array), atol=1e-6)

# Peaks found separately from the two sets of binned data.
grid_l = np.arange(331.0, 450.0, 1.0)
grid_e = np.arange(2.76, 3.75, 0.005)
pairs_l = np.array([bin_powers(x - 0.5, x + 0.5) for x in grid_l])
pairs_e = np.array([energy_bin(x, 0.005) for x in grid_e])
spectrum_l = -np.log10(pairs_l[:, 1] / pairs_l[:, 0])
spectrum_e = -np.log10(pairs_e[:, 1] / pairs_e[:, 0])
peaks_l = maxima(grid_l, spectrum_l)[::-1]
peaks_e = maxima(grid_e, spectrum_e)
wrong_peaks = maxima(grid_e, spectrum_e * HC / grid_e**2)
assert len(peaks_l) == len(peaks_e) == len(wrong_peaks) == 2
for p_l, p_e, p_w in zip(peaks_l, peaks_e, wrong_peaks):
    assert abs(p_l[0] - HC / p_e[0]) < 0.1
    assert abs(p_l[1] - p_e[1]) < 5e-4
    assert p_w[0] < p_e[0]
    print(f"Absorbance peak: {p_l[0]:.2f} nm (nm bins), {p_e[0]:.4f} eV "
          f"= {HC/p_e[0]:.2f} nm (eV bins), A {p_e[1]:.4f}")
    print(f"  mistaken curve W: peak {p_w[0]:.4f} eV = {HC/p_w[0]:.2f} nm, "
          f"height {p_w[1]:.2f} nm/eV")
true_ratio = peaks_e[1][1] / peaks_e[0][1]
wrong_ratio = wrong_peaks[1][1] / wrong_peaks[0][1]
assert true_ratio > 1 > wrong_ratio
print(f"UV/visible peak-height ratio: true {true_ratio:.3f}, W {wrong_ratio:.3f}")

# A density peak really moves; the closed form is checked on binned power.
lamp_peak_e = maxima(grid_e, pairs_e[:, 0] / 0.005)[0][0]
lamp_peak_formula = (lamp_centre + np.sqrt(lamp_centre**2 + 8*lamp_sigma**2)) / 2
assert abs(HC / lamp_peak_e - lamp_peak_formula) < 0.05
print(f"Lamp peak: {lamp_centre:.2f} nm per nm; {lamp_peak_e:.4f} eV "
      f"= {HC/lamp_peak_e:.2f} nm per eV")

# False shift of one isolated Gaussian absorption band.
c, s = centres[0], sigmas[0]
search = minimize_scalar(lambda e: -np.exp(-(e-c)**2/(2*s**2)) / e**2,
                         bounds=(c - s, c + s), method="bounded",
                         options={"xatol": 1e-10})
single_peak = (c + np.sqrt(c**2 - 8*s**2)) / 2
assert abs(search.x - single_peak) < 1e-6
assert abs((c - single_peak) / (2*s**2/c) - 1) < 0.02
print(f"Isolated {c:.2f} eV band: false shift {1000*(single_peak-c):.2f} meV; "
      f"estimate {-2000*s**2/c:.2f} meV")

# Areas: the Jacobian belongs to the integration measure.
options = dict(epsabs=1e-10, epsrel=1e-10, limit=300)
area_e = quad(lambda x: absorbance(x) * HC / x**2, 200, 800, **options)[0]
area_closed = np.sum(heights*sigmas) * np.sqrt(2*np.pi) * thickness / LN10
area_l = quad(absorbance, 200, 800, **options)[0]
area_w = quad(lambda e: absorbance(HC/e)*HC/e**2, HC/800, HC/200, **options)[0]
assert abs(area_e / area_closed - 1) < 1e-7
assert abs(area_w / area_l - 1) < 1e-7
print(f"Area of A over energy: {area_e:.5f} eV; over wavelength: {area_l:.3f} nm")
print(f"Area of W over energy: {area_w:.3f} nm")

# Lamp and absorbed power integrated on both axes.
lo, hi = 230.0, 570.0


def lamp_energy(e):
    return lamp(HC / e) * HC / e**2


def absorbed_fraction(x):
    return 1 - 10**(-absorbance(x))


total_e = quad(lamp_energy, HC/hi, HC/lo, **options)[0]
absorbed_l = quad(lambda x: lamp(x)*absorbed_fraction(x), lo, hi, **options)[0]
absorbed_e = quad(lambda e: lamp_energy(e)*absorbed_fraction(HC/e),
                  HC/hi, HC/lo, **options)[0]
assert abs(total_e / lamp_total - 1) < 1e-7
assert abs(absorbed_e / absorbed_l - 1) < 1e-7
absorbed_w = quad(lambda x: lamp(x)*(1-10**(-absorbance(x)*(x/lines[0])**2)),
                  lo, hi, **options)[0]
print(f"Lamp total from energy axis: {total_e:.4f} uW/cm2")
print(f"Absorbed: {absorbed_l:.4f} (nm axis), {absorbed_e:.4f} (eV axis) uW/cm2")
print(f"Absorbed using W scaled at 365 nm: {absorbed_w:.4f} uW/cm2, "
      f"error {100*(absorbed_w/absorbed_l-1):.1f} %")
factor = (lines[2] / lines[0])**2
a_g = absorbance(lines[2])
print(f"436 nm: true A {a_g:.4f}, T {10**(-a_g):.4f}")
print(f"436 nm from scaled W: factor {factor:.4f}, A {a_g*factor:.4f}, "
      f"T {10**(-a_g*factor):.4f}")

# Neglected effects, with rough inputs.
n_film, n_silica = 1.70, 1.47


def coherent_film(x, index, absorption):
    n = index + 1j * absorption * x / (4 * np.pi * 1000)
    phase = np.exp(2j * np.pi * n * thickness * 1000 / x)
    r1, r2 = (1-n)/(1+n), (n-n_silica)/(n+n_silica)
    denominator = 1 + r1*r2*phase**2
    t = (2/(1+n)) * (2*n/(n+n_silica)) * phase / denominator
    r = (r1 + r2*phase**2) / denominator
    return n_silica*np.abs(t)**2, np.abs(r)**2


test_x = np.linspace(340, 440, 2001)
t_clear, r_clear = coherent_film(test_x, n_film, 0.0)
assert np.allclose(t_clear + r_clear, 1, atol=1e-12)
t_film, _ = coherent_film(test_x, n_film, alpha(test_x))
t_bare = 4*n_silica/(1+n_silica)**2
optical_error = -np.log10(t_film/t_bare) - absorbance(test_x)
slit = 2.0
offsets = np.linspace(-slit, slit, 81)
slit_weight = 1 - np.abs(offsets)/slit
x_slit = test_x[:, None] + offsets
input_slit = np.sum(lamp(x_slit)*slit_weight, axis=1)
output_slit = np.sum(lamp(x_slit)*10**(-absorbance(x_slit))*slit_weight, axis=1)
slit_error = np.max(np.abs(-np.log10(output_slit/input_slit)-absorbance(test_x)))
stray = 0.001
a_test = absorbance(test_x)
stray_error = np.max(np.abs(-np.log10((10**(-a_test)+stray)/(1+stray))-a_test))
probe_time, bleach_rate = 10.0, 0.015
dose = lamp_total * probe_time / 1000
bleached = 1 - np.exp(-bleach_rate*dose)
air_excess = 2.8e-4
air_error = np.max(np.abs(absorbance(test_x*(1+air_excess))-a_test))
print(f"Rough indices: film {n_film:.2f}, fused silica {n_silica:.2f}")
print(f"Reflection/interference error in A, 340-440 nm: "
      f"{optical_error.min():.4f} to {optical_error.max():.4f}")
print(f"Slit FWHM {slit:.1f} nm: largest error in A {slit_error:.5f}")
print(f"Stray light {100*stray:.1f} %: largest error in A {stray_error:.5f}")
print(f"Probe {probe_time:.0f} s, dose {dose:.3f} mJ/cm2, "
      f"bleach constant {bleach_rate:.3f} cm2/mJ")
print(f"Bleached at surface: {100*bleached:.3f} %; largest change in A "
      f"{bleached*a_test.max():.5f}")
print(f"Air index minus one {air_excess:.1e}: energy error at 400 nm "
      f"{1000*HC/400*air_excess:.2f} meV, largest error in A {air_error:.5f}")
print("checks complete")
```

Output:

```
hc = 1239.842 eV nm; film thickness = 1.0 um
Band: centre 3.10 eV, height 0.85 1/um, FWHM 0.40 eV
Band: centre 3.60 eV, height 1.00 1/um, FWHM 0.42 eV
Lamp: total 10.0 uW/cm2, centre 400 nm, FWHM 60 nm
Bin widths: 1.0 nm and 10 meV
365 nm = 3.3968 eV: alpha 0.7073 1/um, lambda^2/hc 107.45 nm/eV
  nm bin: in 60.95, out 30.05 nW/cm2, A 0.3072
  meV bin: in 65.50, out 32.29 nW/cm2, A 0.3072
  lamp density 0.06095 uW/cm2/nm = 6.549 uW/cm2/eV
405 nm = 3.0613 eV: alpha 0.8387 1/um, lambda^2/hc 132.30 nm/eV
  nm bin: in 153.58, out 66.39 nW/cm2, A 0.3642
  meV bin: in 203.17, out 87.83 nW/cm2, A 0.3642
  lamp density 0.15359 uW/cm2/nm = 20.319 uW/cm2/eV
436 nm = 2.8437 eV: alpha 0.2724 1/um, lambda^2/hc 153.32 nm/eV
  nm bin: in 57.71, out 43.95 nW/cm2, A 0.1183
  meV bin: in 88.49, out 67.38 nW/cm2, A 0.1184
  lamp density 0.05771 uW/cm2/nm = 8.848 uW/cm2/eV
Absorbance peak: 398.35 nm (nm bins), 3.1124 eV = 398.35 nm (eV bins), A 0.3785
  mistaken curve W: peak 3.0901 eV = 401.23 nm, height 48.80 nm/eV
Absorbance peak: 345.06 nm (nm bins), 3.5932 eV = 345.05 nm (eV bins), A 0.4394
  mistaken curve W: peak 3.5725 eV = 347.05 nm, height 42.44 nm/eV
UV/visible peak-height ratio: true 1.161, W 0.870
Lamp peak: 400.00 nm per nm; 3.0749 eV = 403.22 nm per eV
Isolated 3.10 eV band: false shift -18.73 meV; estimate -18.62 meV
Area of A over energy: 0.35134 eV; over wavelength: 39.177 nm
Area of W over energy: 39.177 nm
Lamp total from energy axis: 10.0000 uW/cm2
Absorbed: 4.8112 (nm axis), 4.8112 (eV axis) uW/cm2
Absorbed using W scaled at 365 nm: 5.3615 uW/cm2, error 11.4 %
436 nm: true A 0.1183, T 0.7616
436 nm from scaled W: factor 1.4269, A 0.1688, T 0.6780
Rough indices: film 1.70, fused silica 1.47
Reflection/interference error in A, 340-440 nm: 0.0060 to 0.0237
Slit FWHM 2.0 nm: largest error in A 0.00062
Stray light 0.1 %: largest error in A 0.00076
Probe 10 s, dose 0.100 mJ/cm2, bleach constant 0.015 cm2/mJ
Bleached at surface: 0.150 %; largest change in A 0.00066
Air index minus one 2.8e-04: energy error at 400 nm 0.87 meV, largest error in A 0.00109
checks complete
```
